# Resonant Raman Profiles of a Displaced Oscillator from Its Absorption Line Shape

## Result

A localized exciton couples linearly to one phonon mode of energy \(\hbar\omega\) with Huang-Rhys factor \(S\). Light of photon energy \(E\) is scattered and leaves \(n\) phonons behind. The polarizability for this process is \(\alpha_n=\mu^2A_n\), where \(\mu\) is the transition dipole and

\[
A_n(E)=\frac{S^{n/2}}{\sqrt{n!}}\sum_{k=0}^{n}(-1)^k\binom nk\,\Phi(E-k\hbar\omega),\qquad \Phi\equiv A_0 .
\tag{1}
\]

The imaginary part of \(\Phi\) is the absorption line shape, and its real part follows from the imaginary part by a Kramers-Kronig integral. For the fundamental and the first overtone,

\[
A_1=\sqrt S\,[\Phi(E)-\Phi(E-\hbar\omega)],
\]
\[
A_2=\frac{S}{\sqrt2}\,[\Phi(E)-2\Phi(E-\hbar\omega)+\Phi(E-2\hbar\omega)].
\]

## Model and amplitude

With the ground-state zero-point energy dropped, the phonon Hamiltonians in the two electronic states are

\[
H_g=\hbar\omega a^\dagger a,\qquad H_e=E_0+\hbar\omega(a^\dagger-\beta)(a-\beta),\qquad \beta=\sqrt S .
\]

The frequency is the same in both states and only the equilibrium position moves. \(E_0\) is the zero-phonon energy. The vertical energy is \(E_v=\langle0|H_e|0\rangle=E_0+S\hbar\omega\). The dipole \(\mu\) does not depend on the phonon coordinate (Condon approximation), the initial state is the phonon vacuum, and the exciton does not move between sites. Its population decays with lifetime \(\tau\), so its amplitude decays at the rate \(\gamma/\hbar\) with \(\gamma=\hbar/(2\tau)\). Pure dephasing is not included.

Let the field \(F\cos(Et/\hbar)\) point along the dipole. Keeping its resonant half, the excited component \(\psi\) obeys, to first order in \(F\),

\[
i\hbar\,\partial_t\psi=(H_e-i\gamma)\psi-\tfrac12\mu F e^{-iEt/\hbar}|0\rangle .
\]

In the steady state \(\psi\propto e^{-iEt/\hbar}\), so \(i\hbar\partial_t\) becomes \(E\) and

\[
\psi=\tfrac12\mu F e^{-iEt/\hbar}\,G|0\rangle,\qquad G=(H_e-E-i\gamma)^{-1}.
\]

The transition dipole to the ground state with \(n\) phonons is \(\tfrac12\mu^2F\langle n|G|0\rangle e^{-i(E-n\hbar\omega)t/\hbar}\). It oscillates at the scattered frequency \(\omega_s=(E-n\hbar\omega)/\hbar\). Hence \(A_n=\langle n|G|0\rangle\).

The neglected antiresonant term describes emission before absorption. It has the same matrix elements, but the denominators \(E_m+E-n\hbar\omega\), where \(E_m=E_0+m\hbar\omega\). These do not become small near resonance.

## Sum over states

The displacement operator \(D=e^{\beta(a^\dagger-a)}\) satisfies \(DaD^\dagger=a-\beta\). Therefore \(H_e=E_0+\hbar\omega Da^\dagger aD^\dagger\), with eigenstates \(|\tilde m\rangle=D|m\rangle\) and energies \(E_m\). Inserting them gives

\[
A_n=\sum_{m=0}^{\infty}\frac{\langle n|\tilde m\rangle\langle\tilde m|0\rangle}{E_0+m\hbar\omega-E-i\gamma}.
\tag{2}
\]

For the overlaps, use \(e^{X+Y}=e^Xe^Ye^{-[X,Y]/2}\), valid when the commutator is a number. With \(X=\beta a^\dagger\) and \(Y=-\beta a\), \([X,Y]=\beta^2=S\), so \(D=e^{-S/2}e^{\beta a^\dagger}e^{-\beta a}\). Expanding the exponentials,

\[
e^{-\beta a}|m\rangle=\sum_{j=0}^{m}\frac{(-\beta)^{m-j}}{(m-j)!}\sqrt{\frac{m!}{j!}}\,|j\rangle,
\qquad
\langle n|e^{\beta a^\dagger}|j\rangle=\frac{\beta^{n-j}}{(n-j)!}\sqrt{\frac{n!}{j!}}\quad(j\le n).
\]

The case \(n=0\) gives \(\langle0|\tilde m\rangle=e^{-S/2}(-\beta)^m/\sqrt{m!}\), which is real. Multiplying the two overlaps cancels \(\sqrt{m!}\):

\[
\langle n|\tilde m\rangle\langle\tilde m|0\rangle
=e^{-S}\sum_j\frac{\sqrt{n!}\;\beta^{n-j}(-\beta)^{2m-j}}{j!\,(n-j)!\,(m-j)!}.
\]

Here \((-\beta)^{2m-j}=(-1)^j\beta^{2m-j}\), and the powers of \(\beta\) combine to \(\beta^nS^{m-j}\). With the Poisson weights \(P_m=e^{-S}S^m/m!\), and \(P_m=0\) for \(m<0\),

\[
\langle n|\tilde m\rangle\langle\tilde m|0\rangle=\frac{S^{n/2}}{\sqrt{n!}}\sum_{k=0}^n(-1)^k\binom nkP_{m-k}.
\tag{3}
\]

For \(n=0\), equation (2) becomes \(\Phi(E)=\sum_mP_m/(E_0+m\hbar\omega-E-i\gamma)\). For general \(n\), put \(m=m'+k\) in the term with \(P_{m-k}\). Its denominator becomes \(E_0+m'\hbar\omega-(E-k\hbar\omega)-i\gamma\), and the sum over \(m'\) is \(\Phi(E-k\hbar\omega)\). This proves (1).

## Time-dependent form

Since \(\gamma>0\), the resolvent is a convergent half-Fourier integral:

\[
A_n=\frac i\hbar\int_0^\infty dt\,e^{i(E+i\gamma)t/\hbar}\,\langle n|e^{-iH_et/\hbar}|0\rangle .
\tag{4}
\]

The vacuum is placed on the displaced potential and moves there. The amplitude collects its overlap with the final phonon state.

To find the overlap, write \(e^{-iH_et/\hbar}=e^{-iE_0t/\hbar}De^{-i\omega ta^\dagger a}D^\dagger\). The state \(D^\dagger|0\rangle\) is the coherent state \(|-\beta\rangle\). Free evolution turns it into \(|\delta\rangle\) with \(\delta=-\beta e^{-i\omega t}\), where \(|\delta\rangle=e^{-S/2}e^{\delta a^\dagger}|0\rangle\) because \(|\delta|^2=S\). As \(a|\delta\rangle=\delta|\delta\rangle\),

\[
D|\delta\rangle=e^{-S/2}e^{\beta a^\dagger}e^{-\beta\delta}|\delta\rangle
=e^{-S-\beta\delta}\,e^{(\beta+\delta)a^\dagger}|0\rangle .
\]

Let \(z=1-e^{-i\omega t}\). Then \(-S-\beta\delta=-Sz\) and \(\beta+\delta=\beta z\). Projecting on \(\langle n|\) gives

\[
\langle n|e^{-iH_et/\hbar}|0\rangle=e^{-iE_0t/\hbar}e^{-Sz}\frac{(\sqrt S\,z)^n}{\sqrt{n!}} .
\tag{5}
\]

The factor \(z^n=\sum_k(-1)^k\binom nke^{-ik\omega t}\) is the only difference in time dependence from \(n=0\). Each \(e^{-ik\omega t}\) replaces \(E\) by \(E-k\hbar\omega\) in (4), so (1) follows again. Because \(z=0\) at \(t=0\), a Raman signal with \(n\ge1\) requires the packet to move first.

Apart from the phase \(e^{-iE_0t/\hbar}\), the overlap has period \(T=2\pi/\omega\). Successive periods therefore add as a geometric series:

\[
A_n=\frac{(i/\hbar)\int_0^Tdt\,e^{i(E+i\gamma)t/\hbar}\langle n|e^{-iH_et/\hbar}|0\rangle}{1-r\,e^{i(E-E_0)T/\hbar}},\qquad r=e^{-\gamma T/\hbar}.
\]

The denominator is smallest at \(E=E_0+m\hbar\omega\) for every integer \(m\). For \(m<0\) the numerator vanishes at the would-be pole \(E_0+m\hbar\omega-i\gamma\), because (5) contains, apart from \(e^{-iE_0t/\hbar}\), only the factors \(e^{-ik\omega t}\) with \(k\ge0\). Resonances therefore appear only for \(m\ge0\). Phonon structure arises from packets that return before they decay.

## From absorption to Raman profiles

The absorbed power is \(\tfrac12(E/\hbar)F^2\,\mathrm{Im}\,\alpha_0\), and the incident intensity is \(\tfrac12\varepsilon_0cF^2\). Their ratio is

\[
\sigma_{\rm abs}(E)=\frac{E}{\hbar\varepsilon_0c}\,\mu^2\,\mathrm{Im}\,\Phi(E).
\]

Thus \(\sigma_{\rm abs}/E\), not \(\sigma_{\rm abs}\), has the shape of \(\mathrm{Im}\,\Phi\). Its scale is fixed by \(\int\mathrm{Im}\,\Phi\,dE=\pi\), because each Lorentzian has area \(\pi\) and \(\sum_mP_m=1\).

All poles of \(\Phi\) lie at \(E_m-i\gamma\), below the real axis, and \(\Phi\) falls off as \(1/|E|\) in the upper half plane. Closing the contour there gives

\[
\mathrm{Re}\,\Phi(E)=\frac1\pi\,\mathcal P\!\int_{-\infty}^{\infty}\frac{\mathrm{Im}\,\Phi(E')}{E'-E}\,dE' .
\]

Given \(\hbar\omega\), absorption fixes the shape of every profile, and \(S\) sets its strength. If \(D_1\) and \(D_2\) are the square brackets in \(A_1\) and \(A_2\), then \(S=2|A_2/A_1|^2\,|D_1/D_2|^2\), so the overtone-to-fundamental ratio yields \(S\), provided each measured cross section is first divided by its factor \(\omega_s^3\) derived next. In the worked example, omitting this step at \(E_0\) would give 0.31 instead of 0.4.

For the scattered light, a dipole of amplitude \(\mu^2|A_n|F\) radiates \(\omega_s^4\mu^4|A_n|^2F^2/(32\pi^2\varepsilon_0c^3)\) per steradian at right angles to its axis. Dividing by the incident intensity, and multiplying by \(\omega_L/\omega_s\) to count photons, with \(\omega_L=E/\hbar\),

\[
\frac{d\sigma_n}{d\Omega}=\frac{\omega_L\omega_s^3\mu^4|A_n|^2}{16\pi^2\varepsilon_0^2c^4}.
\]

## Sum rule

From \(G^{-1}-(G^\dagger)^{-1}=-2i\gamma\),

\[
G-G^\dagger=G^\dagger\big[(G^\dagger)^{-1}-G^{-1}\big]G=2i\gamma\,G^\dagger G .
\]

The vacuum expectation value, with \(\sum_n|n\rangle\langle n|=1\) inserted between \(G^\dagger\) and \(G\), is

\[
\sum_{n=0}^\infty|A_n(E)|^2=\frac{\mathrm{Im}\,\Phi(E)}{\gamma}.
\]

The term \(n=0\) is elastic scattering. The left side is proportional to the steady exciton population, and the rule says that excitons are lost as fast as photons are absorbed.

## Sharp and broad lines

**Sharp lines, \(\gamma\ll\hbar\omega\).** At \(E=E_0+m\hbar\omega\), one term of (2) dominates unless its numerator vanishes, and \(A_n\approx(i/\gamma)\langle n|\tilde m\rangle\langle\tilde m|0\rangle\). For the fundamental, the numerators at \(m=0,1\) are proportional to \(P_0\) and \(P_1-P_0=(S-1)P_0\). The outgoing resonance, where the scattered photon has energy \(E_0\), is therefore weaker or stronger than the ingoing one by

\[
\frac{|A_1(E_0+\hbar\omega)|^2}{|A_1(E_0)|^2}\to(1-S)^2 .
\]

It vanishes at \(S=1\) in this limit. For the overtone, \(P_1-2P_0=(S-2)P_0\) and \(P_2-2P_1+P_0=(1-2S+S^2/2)P_0\). The intensities at \(m=0,1,2\) stand as \(1:(2-S)^2:(1-2S+S^2/2)^2\). For \(S<1\) the middle one exceeds the first.

**Broad lines.** Let \(E_c=E-n\hbar\omega/2\), and let the \(n\)th derivative \(\Phi^{(n)}\) vary little over an interval \(n\hbar\omega\) centred at \(E_c\). A smooth-looking \(\Phi\) is not enough, because differentiation amplifies weak phonon ripples. A shift by \(h\) is the operator \(e^{h\partial_E}\), so the sum in (1) is

\[
\big(e^{\hbar\omega\partial_E/2}-e^{-\hbar\omega\partial_E/2}\big)^n\Phi(E_c)
=(\hbar\omega)^n\Big[\Phi^{(n)}+\frac{n(\hbar\omega)^2}{24}\Phi^{(n+2)}+\dots\Big]_{E_c}.
\]

To leading order the amplitudes are proportional to derivatives of the complex line shape, not of the absorption alone, and the profiles follow from their squared moduli. The Poisson weights spread the levels \(E_m\) about \(E_v\) with standard deviation \(\sqrt S\,\hbar\omega\). For \(\gamma\) much larger than both \(\hbar\omega\) and \(\sqrt S\,\hbar\omega\), \(\Phi\approx1/(E_v-E-i\gamma)\), and \(|A_1|\) peaks near \(E_v+\hbar\omega/2\), midway between the vertical ingoing and outgoing resonances. The ratio \(|\Phi^{(n+2)}/\Phi^{(n)}|\) is then \((n+1)(n+2)/|E_v-E_c-i\gamma|^2\), so the relative error of the leading term scales as \((\hbar\omega/\gamma)^2\). The numerical output confirms this: doubling \(\gamma\) from \(10\hbar\omega\) to \(20\hbar\omega\) reduces the error for \(n=1\), taken relative to the exact \(A_1\) at \(E_c=E_v+\gamma/2\), from 0.20% to 0.05%. With the parameters of the example below these half widths are 1.5 and 3 eV, comparable with or larger than \(E_0=2\) eV, so this checks the mathematics of the limit and does not describe a physical exciton.

## Several modes

For independent, linearly coupled modes that all start in their vacuum, (5) becomes a product. The factors \(e^{-S_jz_j}\) of all modes belong to the full \(\Phi\), and one phonon in mode \(j\) adds the factor \(\sqrt{S_j}\,z_j\). Thus

\[
A_{1_j}=\sqrt{S_j}\,[\Phi(E)-\Phi(E-\hbar\omega_j)],
\]

with the full multimode \(\Phi\). The other modes need not be known individually, since the absorption already contains them.

## Worked example

Take the model parameters \(E_0=2\) eV, \(\hbar\omega=0.15\) eV, \(S=0.4\), \(\gamma=0.02\) eV and \(\mu=e\times0.1\) nm \(=1.602\times10^{-29}\) C m. The line-shape function at three energies, in eV\(^{-1}\), is

\[
\Phi(2.00)=1.9514+33.7628i,\quad \Phi(1.85)=5.4124+0.6505i,\quad \Phi(1.70)=2.9188+0.1780i .
\]

At \(E=E_0\) the fundamental and overtone amplitudes are

\[
A_1=0.6325\,(-3.461+33.112i)=-2.19+20.94i\ \text{eV}^{-1},
\]
\[
A_2=0.2828\,(-5.955+32.640i)=-1.68+9.23i\ \text{eV}^{-1}.
\]

The numerical Kramers-Kronig route, which starts from absorption alone, gives the same \(A_1\) to the printed digits.

The fundamental intensities at \(E_0\) and \(E_0+\hbar\omega\) are \(|A_1|^2=443\) and \(170\) eV\(^{-2}\). Their ratio is 0.383, against 0.36 for sharp lines. For the overtone, \(|A_2|^2=88\), \(224\) and \(9\) eV\(^{-2}\) at \(m=0,1,2\), so it is strongest of the three at the middle energy, as derived. The weak third value is 0.103 of the first, against the sharp-line 0.078. At \(m=2\) the resonant numerator of the overtone is small, and the summed tails of the other levels amount to 0.65 of the resonant term in modulus, against 0.18 at \(m=0\).

The model reads the whole width as population decay. The radiative lifetime for this dipole in vacuum is about 33 ns, so the decay is nonradiative. In real materials a width of this size often includes pure dephasing, and the left side of the sum rule is then no longer the whole exciton population. Within the model the lifetime, 16.5 fs, is shorter than the phonon period, 27.6 fs. Even so, the amplitude keeps the fraction \(r=0.43\) after one period, and the returning packet still produces phonon structure.

At \(E_0\), the shares of \(n=0,1,2\) in the sum rule are 0.678, 0.263 and 0.052. They lie close to \(P_0,P_1,P_2=0.670,0.268,0.054\). In the sharp-line limit they would equal these weights, because \(|A_n|^2\to P_nP_0/\gamma^2\) and \(\mathrm{Im}\,\Phi\to P_0/\gamma\).

The cross-section formulas hold for a dipole in vacuum. In a solid, refractive-index and local-field factors multiply them and can change the Raman value severalfold or more. The vacuum values at \(E_0\) are \(\sigma_{\rm abs}=6.19\times10^{-20}\) m\(^2\) and \(d\sigma_1/d\Omega=7.68\times10^{-28}\) m\(^2\)/sr. The overtone cross section follows from the fundamental through the intensity ratio and the factor \(\omega_s^3\):

\[
\frac{d\sigma_2}{d\sigma_1}=\frac{88.07}{443.36}\left(\frac{1.70}{1.85}\right)^3=0.154,
\]

which gives \(1.18\times10^{-28}\) m\(^2\)/sr. The antiresonant part of \(A_1\) is about \(3\times10^{-4}\) of the resonant part here.

## Where the relation fails

**Changed frequency.** If the phonon frequency differs in the excited state, (3) no longer holds. For equal frequencies, \(|A_1/[\Phi(E)-\Phi(E-\hbar\omega)]|\) is constant at \(\sqrt S=0.632\). With an excited-state frequency of \(0.9\,\omega\) and the term of \(H_e\) linear in \(a+a^\dagger\) left unchanged, it varies between 0.22 and 1.23 for \(E\) from 1.9 to 2.4 eV, and between 0.44 and 1.03 where \(|A_1|^2\) exceeds 20% of its maximum. For \(\gamma=0.15\) eV the range over the same window shrinks to 0.61 to 0.68. A modest frequency change can therefore spoil a profile calculated from absorption when the lines are this narrow.

**Inhomogeneous broadening.** If \(E_0\) varies from site to site, absorption averages \(\Phi\), whereas Raman scattering with a phonon left at an identifiable site averages \(|A_n|^2\). Applying (1) to the averaged absorption gives \(|\langle A_1\rangle|^2\), which cannot exceed \(\langle|A_1|^2\rangle\). For a Gaussian spread of standard deviation 0.04 eV, the two are 86 and 204 eV\(^{-2}\) at the mean zero-phonon energy. The transform then underestimates the signal by a factor of 2.4. The homogeneous \(\Phi\) must be found first and the intensities averaged afterwards.

**Temperature.** Equation (1) starts from the phonon vacuum. At 300 K the Boltzmann factor of this phonon is 0.003, so thermal occupation of the mode is small. For soft modes, each initial phonon number has its own amplitude, and the intensities must be averaged over them. This also applies to the line of a stiff mode when a soft mode couples to the same exciton. Absorption averages \(\Phi\) over the initial states of the soft mode, so the transform gives \(|\langle A_1\rangle|^2\le\langle|A_1|^2\rangle\), as for inhomogeneous broadening. Adding a 0.015 eV mode with Huang-Rhys factor 1 to the example at 300 K makes the transform 7 to 12% too low at 2.00, 2.02 and 2.15 eV.

## Numbers as computed

```
E0 = 2.000 eV, phonon energy = 0.150 eV
S = 0.40, gamma = 0.020 eV
dipole mu = 1.6022e-29 C m
vertical energy E0+S*w = 2.060 eV
lifetime hbar/(2 gamma) = 16.46 fs
phonon period = 27.57 fs
amplitude damping per period = 0.4327
undamped phonon probabilities at half period:
  n=0,1,2: 0.2019, 0.3230, 0.2584
Boltzmann factor of one phonon at 300 K = 0.0030
Poisson weights P0..P3: 0.67032, 0.26813, 0.05363, 0.00715
Phi at E0+m*w (1/eV):
  m=-2 E=1.70 eV: +2.9188 +0.1780i
  m=-1 E=1.85 eV: +5.4124 +0.6505i
  m=+0 E=2.00 eV: +1.9514 +33.7628i
  m=+1 E=2.15 eV: -4.0141 +14.0403i
  m=+2 E=2.30 eV: -3.9315 +3.0702i
A_1 and A_2 at E0+m*w (1/eV):
  m=0 A_1: -2.1889 +20.9421i
  m=0 A_2: -1.6842 +9.2319i
  m=1 A_1: -3.7729 -12.4736i
  m=1 A_2: -0.7084 -14.9439i
  m=2 A_1: +0.0522 -6.9381i
  m=2 A_2: +1.7106 +2.4755i
|A_1|^2, |A_2|^2 at E0+m*w (1/eV^2):
  m=0: 443.36, 88.07
  m=1: 169.82, 223.82
  m=2: 48.14, 9.05
A_1(E0) from absorption only: -2.1889 +20.9421i 1/eV
fundamental, m=1/m=0: 0.3830
  sharp-line value: 0.3600
overtone, m=1/m=0 and m=2/m=0: 2.5416, 0.1028
  sharp-line values: 2.5600, 0.0784
share of n=0,1,2,3 in sum rule at E0: 0.6775, 0.2626, 0.0522, 0.0069
sigma_abs(E0) = 6.192e-20 m^2
Raman n=1 at E0 = 7.678e-28 m^2/sr
Raman n=2 at E0 = 1.183e-28 m^2/sr
radiative half width at E0 = 9.995e-09 eV
antiresonant/resonant |A_1| at E0 = 2.84e-04
broad-line law, relative error for n=1, n=2:
  gamma=10w: 1.96e-03, 7.81e-03
  gamma=20w: 4.98e-04, 1.99e-03
fundamental peak for gamma=20w: 2.1341 eV
|A_1/difference|, equal frequencies: 0.6325 to 0.6325
  excited frequency 0.9w: 0.2248 to 1.1969
inhomogeneous standard deviation = 0.040 eV
  mean of |A_1|^2 at E0 = 204.37 1/eV^2
  |mean of A_1|^2 at E0 = 85.63 1/eV^2
```
